# Pure and ensemble density-matrix functionals for two electrons on two sites

**Problem.** Two electrons occupy two sites, with Hamiltonian

$$H=-t\sum_\sigma\big(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\big)+\frac{\Delta}{2}(n_1-n_2)+W,\qquad W=U\sum_{i}n_{i\uparrow}n_{i\downarrow},\quad U>0 .$$

The parameters $t$, $\Delta$ and $U$ are energies, given in eV, and no other constant enters. The one-body density matrix per spin is $\gamma_{ij}=\langle c^\dagger_{j\uparrow}c_{i\uparrow}\rangle$, with $\gamma_{12}$ real. Let $F_p(\gamma)$ be the minimum of $\langle W\rangle$ over pure singlet states with real amplitudes that give $\gamma$, and $F_e(\gamma)$ the minimum of $\mathrm{Tr}\,\Gamma W$ over singlet ensembles $\Gamma$ that give $\gamma$. Find the set of representable $\gamma$, compute both functionals on it, find how they are related, and evaluate them for $U=4$ eV at the point A with $\gamma_{11}=\tfrac12+0.25$, $\gamma_{12}=0.20$.

## Coordinates and the pure-state functional

A singlet is $\Psi=\sum_{ij}M_{ij}c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}|0\rangle$ with symmetric $M$, written $M_{11}=a$, $M_{22}=b$, $M_{12}=M_{21}=c/\sqrt2$, and $a^2+b^2+c^2=1$. The amplitude $c$ belongs to the covalent state $|c\rangle$, with one electron on each site. The down-spin orbitals are orthonormal, so $\gamma_{ij}=\sum_kM_{ik}M^*_{jk}$, that is $\gamma=MM^\dagger$. The down-spin matrix is $M^TM^*$, the same because $M^T=M$. Define $x=\gamma_{11}-\tfrac12$, $y=\gamma_{12}$, $r^2=x^2+y^2$. For real amplitudes $\gamma_{11}=a^2+c^2/2$, and writing $\tfrac12=(a^2+b^2+c^2)/2$ gives $x=(a^2-b^2)/2$. Also $y=M_{11}M_{21}+M_{12}M_{22}=c(a+b)/\sqrt2$. With $s=(a+b)/\sqrt2$ and $d=(a-b)/\sqrt2$, one has $sd=(a^2-b^2)/2$ and $s^2+d^2=a^2+b^2$, so

$$x=sd,\qquad y=sc,\qquad \langle W\rangle=U(s^2+d^2)=U(1-c^2).$$

The hopping term has two spins and two directions and averages to $-4ty$. The site term averages to $\tfrac{\Delta}{2}\cdot2(\gamma_{11}-\gamma_{22})=2\Delta x$. The energy is $E=2\Delta x-4ty+\langle W\rangle$.

For any state or ensemble $\gamma$ is positive with unit trace. It equals $\tfrac12$ times the unit matrix plus a traceless symmetric matrix with entries $x$, $y$, $y$, $-x$, whose eigenvalues are $\pm r$. The occupations $\tfrac12\pm r$ must be non-negative, so $r\le\tfrac12$.

For $r>0$ the amplitude $s$ cannot vanish, so $d=x/s$ and $c=y/s$. With $S=s^2$, normalisation reads $S+r^2/S=1$, or $S^2-S+r^2=0$, with roots

$$S_\pm=\tfrac12\big(1\pm\sqrt{1-4r^2}\big),\qquad S_++S_-=1,\qquad S_+S_-=r^2 .$$

Both roots are real and positive for $0<r\le\tfrac12$, and $|c\rangle$ gives $r=0$, so the representable set is the whole disc $r\le\tfrac12$. Up to an overall sign there are two real states per point for $0<r<\tfrac12$ and one on the rim, with $\langle W\rangle=U(1-y^2/S)$. For $U>0$ and $y\neq0$ the smaller root is lower, and for $y=0$ both roots give $U$. Using $1/S_-=S_+/r^2$, and $1=S_-+r^2/S_-$ for the second form,

$$F_p=U\Big(1-\frac{y^2S_+}{r^2}\Big)=U\Big(S_-+\frac{x^2}{S_-}\Big)\quad(r>0),\qquad F_p(0)=0 .$$

The value at the centre holds because $W\ge0$ and $|c\rangle$ has $\langle W\rangle=0$. With $x=r\cos\varphi$, $y=r\sin\varphi$ and $S_+\to1$, the limit along a ray is $U\cos^2\varphi$, so $F_p$ is discontinuous at the centre. On the rim $S_\pm=\tfrac12$ and $y^2=\tfrac14-x^2$, so $F_p=U(1-2y^2)=U(\tfrac12+2x^2)$. This equals $U(\gamma_{11}^2+\gamma_{22}^2)$, the value for a determinant with one doubly occupied orbital.

At A, $r^2=0.1025$, $\sqrt{1-4r^2}=0.768115$, $S_+=0.884057$, $S_-=0.115943$ and $y^2/r^2=0.390244$. Then

$$F_p=4\,(1-0.390244\times0.884057)\ \text{eV}=2.6200\ \text{eV}=4.198\times10^{-19}\ \text{J},$$

reached by $s=0.3405$, $d=0.7342$, $c=0.5874$. The other root gives $4\,(1-0.390244\times0.115943)$ eV $=3.8190$ eV.

## A tempting solution for the ensemble functional

The quantity $\mathrm{Tr}\,\Gamma W$ is linear in $\Gamma$, and the ensembles form a compact convex set. A linear function on such a set takes its minimum at an extreme point. The extreme points of the set of ensembles are the pure states. Hence the ensemble search ends on a pure state, $F_e=F_p$ on the whole disc, and $F_e(\mathrm A)=2.6200$ eV. As a confirmation, minimising $2\Delta x-4ty+F$ over the disc must give the ground-state energy with either functional, for every $t$ and $\Delta$.

## The fault

A single ensemble refutes the number. Take the two pure states with $b=0$, $a=0.707107$ and $c=\pm0.707107$. Each has $x=a^2/2=0.25$, $y=ca/\sqrt2=\pm0.353553$ and $\langle W\rangle=Ua^2=2$ eV. Mixing them with weights $0.782843$ and $0.217157$ leaves $x$ and $\langle W\rangle$ unchanged and gives $y=(0.782843-0.217157)\times0.353553=0.2000$. This ensemble has the density matrix of A and an interaction energy of 2 eV, so $F_e(\mathrm A)\le2$ eV, below $F_p(\mathrm A)$.

The false step is the identification of the extreme points. The search runs over the slice of ensembles with fixed $\gamma$, that is with fixed $x$ and $y$ and with $\mathrm{Im}\,\gamma_{12}=0$. An extreme point of the slice is an ensemble that cannot be split into two others lying in the slice. A mixed state can always be split into pure states, but these may carry another $\gamma$, as in the example, and then they lie outside the slice. At A the minimum over the slice is attained at one of its extreme points and is at most 2 eV, while every pure state in the slice, real or complex (the complex case is treated in the last section), has $\langle W\rangle\ge F_p(\mathrm A)$. That extreme point is therefore a mixed state.

The confirmation is true and does not decide the question. The ground-state energies record, for each plane $4ty-2\Delta x+\text{const}$, only the highest one that stays below $F$. A plane is a convex function, so it lies below $F$ exactly when it lies below the largest convex function under $F$. Two different functions with the same convex envelope therefore give the same energies, and $F_e$ is shown below to be the envelope of $F_p$.

## The ensemble functional

Write $\Gamma$ in the basis conjugate to the amplitudes $(s,d,c)$. It may be taken real. The matrix $\mathrm{Re}\,\Gamma=(\Gamma+\Gamma^*)/2$ is positive with unit trace, and it gives the same $x$, $y$ and $\langle W\rangle$ because these are averages of real symmetric operators. It also has $\mathrm{Im}\,\gamma_{12}=0$, because its eigenvectors are real states. Averaging the pure-state expressions,

$$\Gamma=\begin{pmatrix}S&x&y\\ x&D&z\\ y&z&C\end{pmatrix},\qquad S+D+C=1,\qquad \mathrm{Tr}\,\Gamma W=U(S+D),$$

with $z$ free. Positivity requires the principal minors to be non-negative, so $SD\ge x^2$ and $SC\ge y^2$. If $S=0$ these force $x=y=0$, where $\Gamma=|c\rangle\langle c|$ gives $F_e=0$. For $S>0$ the two conditions are also sufficient: the choice $z=xy/S$ gives, with $v=(S,x,y)^T$,

$$\Gamma=\frac{vv^T}{S}+\mathrm{diag}\Big(0,\;D-\frac{x^2}{S},\;C-\frac{y^2}{S}\Big),$$

a sum of positive matrices. At fixed $S$, inserting $C=1-S-D$, the conditions read $x^2/S\le D\le1-S-y^2/S$. Such a $D$ exists if and only if $S(1-S)\ge r^2$, that is $S_-\le S\le S_+$, and the best choice is the smallest, $D=x^2/S$. Hence

$$F_e=U\min_{S_-\le S\le S_+}g(S),\qquad g(S)=S+\frac{x^2}{S}.$$

The pure search saw only the two ends of this interval, and mixing fills in the interior. Since $g'(S)=1-x^2/S^2$, the function falls for $S<|x|$ and rises for $S>|x|$, with $g(|x|)=2|x|$. Because $|x|\le\tfrac12\le S_+$ always, the free minimum is allowed exactly when $|x|\ge S_-$, that is when $|x|(1-|x|)\ge x^2+y^2$. Otherwise $g$ rises on the whole interval and the minimum is $g(S_-)=F_p/U$. With $y_0^2=|x|(1-2|x|)$,

$$F_e=\begin{cases}2U|x|, & y^2\le y_0^2,\\ F_p, & y^2>y_0^2.\end{cases}$$

Completing the square turns $y^2\le|x|-2x^2$ into $2(|x|-\tfrac14)^2+y^2\le\tfrac18$. These are two ellipses centred at $(\pm\tfrac14,0)$ with semi-axes $\tfrac14$ and $1/\sqrt8$. Their joint area $2\pi/(4\sqrt8)=\pi/(4\sqrt2)$ is the fraction $1/\sqrt2$ of the disc area $\pi/4$. For every $r>0$,

$$F_p-2U|x|=U\,\frac{S_-^2-2|x|S_-+x^2}{S_-}=U\,\frac{(|x|-S_-)^2}{S_-},$$

which is the gap $F_p-F_e$ inside the ellipses and is strictly positive in their interior.

At A, $y^2=0.2^2$ is below $y_0^2=0.125$, so $F_e=2\times4\times0.25$ eV $=2.0000$ eV $=3.204\times10^{-19}$ J. The gap is $4\,(0.25-0.115943)^2/0.115943$ eV $=0.6200$ eV.

On the axis $y=0$, $x\neq0$, a real pure state must have $c=0$, so $F_p=U$, while $F_e=2U|x|$ and the gap tends to $U$ towards the centre. On the rim $y^2-y_0^2=\tfrac14-|x|+x^2=(\tfrac12-|x|)^2\ge0$, so the functionals agree there. At the centre $F_e$ is continuous: inside the ellipses it is $2U|x|$, and outside $|x|<S_-$ gives $F_e<2US_-\to0$.

## The convex envelope

The convex envelope of $F_p$ is the largest convex function on the disc that nowhere exceeds $F_p$. Three facts identify it with $F_e$.

First, $F_e\le F_p$, because pure states are ensembles.

Second, $F_e$ is convex. If $\Gamma_1,\Gamma_2$ are optimal for $\gamma_1,\gamma_2$, then for $0\le\lambda\le1$ the ensemble $\lambda\Gamma_1+(1-\lambda)\Gamma_2$ gives $\lambda\gamma_1+(1-\lambda)\gamma_2$. It is a candidate in that search, so the minimum is at most $\lambda F_e(\gamma_1)+(1-\lambda)F_e(\gamma_2)$.

Third, no convex $G\le F_p$ exceeds $F_e$. Let the optimal real $\Gamma$ for $\gamma$ have eigenvalues $w_k$ and real eigenvectors $\Psi_k$ with density matrices $\gamma_k$, so that $\gamma=\sum_kw_k\gamma_k$. Then

$$G(\gamma)\le\sum_kw_kG(\gamma_k)\le\sum_kw_kF_p(\gamma_k)\le\sum_kw_k\langle\Psi_k|W|\Psi_k\rangle=F_e(\gamma),$$

by convexity of $G$, by $G\le F_p$, and because each $\Psi_k$ is a candidate in the pure search for $\gamma_k$.

The construction is explicit in this model. Inside an ellipse with $x\ne0$ the optimum has $S=D=|x|$. The vector $u=(1,-\mathrm{sgn}\,x,0)^T$ then has $u^T\Gamma u=|x|-2|x|+|x|=0$. For a positive matrix this forces $\Gamma u=0$, whose third component gives $z=y\,\mathrm{sgn}\,x$, so the optimal real $\Gamma$ is unique. It is the mixture of the states $(s,d,c)=(\sqrt{|x|},\ \mathrm{sgn}\,x\sqrt{|x|},\ \pm\sqrt{1-2|x|})$, which sit at $(x,\pm y_0)$ on the boundary of the ellipse, where $S_-=|x|$ and $F_p=2U|x|$. The weights $w_\pm$ satisfy $w_++w_-=1$ and $(w_+-w_-)y_0=y$, so $w_\pm=(1\pm y/y_0)/2$. The envelope replaces $F_p$ by the level chord between these two points, and $F_p$ lies above the chord, so $F_p$ is not convex. At A, $w_+=(1+0.2/0.353553)/2=0.782843$, which is the ensemble of the counterexample. The eigenvalues of $\Gamma$ at A equal the weights only because the overlap of the two states, $2|x|-(1-2|x|)=4|x|-1$, vanishes at $|x|=\tfrac14$.

## Which density matrices are ground states

The ground-state energy is the minimum of $\mathrm{Tr}\,\Gamma H$ over all ensembles, and also over real pure states since $H$ is real. Minimising first at fixed $\gamma$ gives $E_0=\min(2\Delta x-4ty+F)$ for both functionals. At a minimiser inside the disc where $F_e$ is differentiable,

$$\partial F_e/\partial x=-2\Delta,\qquad \partial F_e/\partial y=4t .$$

Inside an ellipse the gradient is $(2U\,\mathrm{sgn}\,x,0)$, so $t=0$ and $\Delta=-U\,\mathrm{sgn}\,x$. For $x>0$ the levels at these values are $U+\Delta=0$ for both electrons on site 1, $0$ for $|c\rangle$, and $U-\Delta=2U$ for both on site 2. The ground level is degenerate. Its real pure states have $b=0$, $a^2=2x$, $y^2=c^2a^2/2=x(1-2x)$ and trace the boundary, and its ensembles fill the interior. No real pure ground state of any $H$ lies strictly inside, for its interaction energy would be at least $F_p>F_e$ and an ensemble would lie below $E_0$. The region where the functionals differ is thus invisible in $E_0$, which is why the confirmation in the wrong solution held. Ground states computed for $t=10^{-6}U$ and $\Delta$ near $-U$ trace the upper half of the ellipse with $x>0$. Four times the area between this curve and the axis $y=0$, divided by the disc area, is $0.70711$, in agreement with $1/\sqrt2$. The agreement is a limit $t\to0$: at $t=10^{-4}U$ the same construction gives $0.70717$.

As a point B take the ground state for $U=4$ eV, $t=1$ eV, $\Delta=-2$ eV. Diagonalisation gives $E_0=-0.9624$ eV $=-1.542\times10^{-19}$ J, with $a=0.423755$, $b=0.180301$, $c=0.887650$. Then $x=(0.423755^2-0.180301^2)/2=0.07353$ and $y=0.887650\,(0.423755+0.180301)/\sqrt2=0.37914$. Since $y^2=0.14375$ exceeds $y_0^2=0.06272$, B lies outside the ellipses. Removing the one-body terms $2\Delta x=-0.2941$ eV and $-4ty=-1.5166$ eV from the energy,

$$F=(-0.9624+0.2941+1.5166)\ \text{eV}=0.8483\ \text{eV}=1.359\times10^{-19}\ \text{J}.$$

The formula, with $r^2=0.149157$ and $S_+=0.817558$, gives $4\,(1-0.143750\times0.817558/0.149157)$ eV $=0.8483$ eV. Finite differences of the formula give $\partial F/\partial x=4.000$ eV and $\partial F/\partial y=4.000$ eV, which return $\Delta=-4.000/2=-2.000$ eV and $t=4.000/4=1.000$ eV. The two derivatives are equal only because $-2\Delta=4t$ for these parameters.

## Dependence on the conventions

The gap depends on what the pure search holds fixed. For complex amplitudes $\gamma_{12}=(ac^*+cb^*)/\sqrt2$. Using $\mathrm{Re}(cb^*)=\mathrm{Re}(c^*b)$ and $\mathrm{Im}(cb^*)=-\mathrm{Im}(c^*b)$,

$$x=\mathrm{Re}(s^*d),\qquad \mathrm{Re}\,\gamma_{12}=\mathrm{Re}(c^*s),\qquad \mathrm{Im}\,\gamma_{12}=\mathrm{Im}(c^*d).$$

Suppose $\mathrm{Im}\,\gamma_{12}=0$ is imposed and $r>0$. Fix the global phase so that $s>0$, and write $d=d_1+id_2$, $c=c_1+ic_2$, with $d_1=x/s$ and $c_1=y/s$. The condition $c_1d_2-c_2d_1=0$ makes $(d_2,c_2)=\mu\,(d_1,c_1)$ for a real $\mu$. Normalisation becomes $S(1-S)=(1+\mu^2)r^2\ge r^2$, so $S\ge S_-$, and $|c|^2=(1+\mu^2)y^2/S=(1-S)y^2/r^2\le S_+y^2/r^2$. The minimum of $U(1-|c|^2)$ is again $F_p$, reached at $\mu=0$.

If only $\mathrm{Re}\,\gamma_{12}=y$ is fixed, complex pure states reach $F_e$. They cannot go lower, since the real part of their projector is an admissible ensemble. Outside the ellipses the real state already gives $F_e$. Inside, take $s=\sqrt{|x|}$, $d=\mathrm{sgn}\,x\sqrt{|x|}$, $c=\sqrt{1-2|x|}\,e^{i\theta}$, for which $\langle W\rangle=2U|x|$, $y=y_0\cos\theta$ and $|\mathrm{Im}\,\gamma_{12}|=y_0|\sin\theta|$. At A, $\cos\theta=0.2/0.353553$ gives $\theta=0.9695$ rad and $|\mathrm{Im}\,\gamma_{12}|=0.2915$. Under this convention the pure and ensemble functionals coincide, at the price of states with $\mathrm{Im}\,\gamma_{12}\neq0$, which carry a current between the sites, proportional to $t\,\mathrm{Im}\,\gamma_{12}$, whenever $t\neq0$.

Admitting triplets at fixed spin-summed density matrix leaves $F_e$ unchanged. The operators for $x$, $y$ (now half the spin sums) and $W$ commute with the total spin, so the singlet-triplet blocks of $\Gamma$ do not contribute. All three operators vanish within the triplet space, where each site holds one electron and a hop would have to produce a doubly occupied site, which is a singlet. The triplet weight can therefore be moved to $|c\rangle\langle c|$, which also contributes zero to all three.

The formulas fail for $U<0$, where $U(1-C)$ is lowest for the smallest $C$. The conditions $C\ge y^2/S$ and $S\le S_+$ give $C\ge y^2/S_+$, and the pure state on the root $S_+$ attains this. For attractive $U$ the two functionals are equal, $U(1-y^2/S_+)$, and the envelope statement holds trivially. The closed forms belong to this two-site, two-electron model. The envelope proof used only the linearity of $\gamma$ and $\mathrm{Tr}\,\Gamma W$ in $\Gamma$, the existence of the minimisers, and the fact that the eigenvectors of the optimal ensemble are admitted in the pure search.

The numerical check below tests the formulas for $U>0$ against constrained searches over real states, complex states and ensembles built from Fock-space operators, and against a linear-programming envelope of $F_p$ on a grid, which gives $2.0000$ eV at A.

## Table of computed values

```
U = 4.000 eV
A: x = 0.2500, y = 0.2000, r^2 = 0.102500, r = 0.320156 (dimensionless)
A: occupations 1/2+r, 1/2-r = 0.820156, 0.179844
A: sqrt(1-4r^2) = 0.768115, S+ = 0.884057, S- = 0.115943, y^2/r^2 = 0.390244
A: pure minimiser s, d, c = 0.340504, 0.734207, 0.587365; a, b = 0.759935, -0.278390
A: upper branch W = 3.819016 eV
A: F_pure = 2.620008 eV = 4.19772e-19 J
A: F_ens = 2.000000 eV = 3.20435e-19 J
A: gap = 0.620008 eV; grid LP envelope = 2.0000 eV
A: y0^2 = 0.125000, y0 = 0.353553, F_pure(x,y0) = 2.000000 eV
A: mixed states a = 0.707107, c = +-0.707107; weights 0.782843, 0.217157
A: nonzero eigenvalues of optimal Gamma = 0.782843, 0.217157
A: complex state theta = 0.969532 rad, |Im gamma12| = 0.291548
B: t = 1.000 eV, Delta = -2.000 eV
B: singlet levels = -0.962389, 2.622216, 6.340173 eV
B: E0 = -0.962389 eV = -1.54192e-19 J
B: a, b, c = 0.423755, 0.180301, 0.887650
B: x = 0.073530, y = 0.379144, y^2 = 0.143750, |x|(1-2|x|) = 0.062717
B: r^2 = 0.149157, S+ = 0.817558, S- = 0.182442
B: 2 Delta x = -0.294120 eV, -4 t y = -1.516576 eV
B: F = 0.848308 eV = 1.35914e-19 J; formula 0.848308 eV
B: dF/dx = 4.000000 eV, dF/dy = 4.000000 eV
B: recovered Delta = -2.000000 eV, t = 1.000000 eV
B: min energy with F_pure, F_ens = -0.962389, -0.962389 eV
area fraction of ellipses: traced 0.70711, 1/sqrt2 = 0.70711
```
